\section*{Spin-flip step heights under a spin-polarised tunnelling tip}

\section*{The system}

A spin-half atom sits on a metallic sample, below the tip of a tunnelling microscope. A field $B>0$ along $z$ gives it the Hamiltonian $H=g\mu_BBS_z$ with $g>0$ and $S_z=\pm\frac12$. Its ground state is $|g\rangle$ with $m=-\frac12$, its excited state is $|e\rangle$ with $m=+\frac12$, and the gap is $\Delta=g\mu_BB$. A tunnelling electron meets the atom through the amplitude
\begin{equation}
T=u+w\,\boldsymbol\sigma\cdot\mathbf S ,\qquad u,w\ \text{real},\quad r=u/w ,
\end{equation}
where $\boldsymbol\sigma$ acts on the electron spin.

The tip and sample have densities of states $\rho_t$ and $\rho_s$, summed over spin and constant over a few $\Delta$. The sample is unpolarised. The tip has densities $\rho_t(1\pm P)/2$ for electron spin $\uparrow,\downarrow$ along $z$, with $|P|<1$. The elementary charge is $e>0$, and positive sample bias $V$ drives electrons from tip to sample. Unless a part says otherwise, $kT\ll\Delta$ and the atom returns to $|g\rangle$ before the next electron excites it.

\section*{Part (a): the spin selection rule}

\textbf{Question.} Find the electron-spin operator that accompanies the transition $|g\rangle\to|e\rangle$. Which electrons can excite the atom?

\textbf{Answer.} Put $S_\pm=S_x\pm iS_y$ and $\sigma_\pm=\sigma_x\pm i\sigma_y$. In the sum $\sigma_+S_-+\sigma_-S_+$ the cross terms cancel, which leaves $2(\sigma_xS_x+\sigma_yS_y)$. Hence
\begin{equation}
\boldsymbol\sigma\cdot\mathbf S=\sigma_zS_z+\tfrac12(\sigma_+S_-+\sigma_-S_+).
\end{equation}
Only $S_+$ takes $|g\rangle$ to $|e\rangle$, with matrix element 1, and $\sigma_-=2|{\downarrow}\rangle\langle{\uparrow}|$. Therefore
\begin{equation}
M\equiv\langle e|\boldsymbol\sigma\cdot\mathbf S|g\rangle=|{\downarrow}\rangle\langle{\uparrow}| .
\end{equation}
The term $u$ does not contribute, because $\langle e|g\rangle=0$. The electron must arrive with spin up and leave with spin down: the atom gains one unit of angular momentum and the electron loses it.

\section*{Part (b): the inelastic current}

\textbf{Question.} To lowest order in $w$, find the current carried by electrons that excite the atom, at temperature $T$.

\textbf{Answer.} Measure the energy $\varepsilon$ of an electron from the Fermi level of the lead it leaves. An electron going from tip to sample arrives at $\varepsilon+x$ above the sample's Fermi level, with $x=eV-\Delta$. For the reverse direction $x=-eV-\Delta$. The initial state must be filled and the final state empty, so each rate contains
\begin{equation}
F(x)=\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+x)] .
\end{equation}
With $\alpha=\varepsilon/kT$ and $\beta=(\varepsilon+x)/kT$,
\begin{equation}
f(\varepsilon)-f(\varepsilon+x)=\frac{e^\beta-e^\alpha}{(e^\alpha+1)(e^\beta+1)}
=(1-e^{-x/kT})\,f(\varepsilon)[1-f(\varepsilon+x)] .
\end{equation}
The left side integrates to $x$, the relative shift of the two Fermi functions, so
\begin{equation}
F(x)=\frac{x}{1-e^{-x/kT}} .
\end{equation}

From tip to sample, the initial density is that of tip spin up, $\rho_t(1+P)/2$, and the final density is $\rho_s/2$. The golden rule gives the rate
\begin{equation}
\frac{2\pi}{\hbar}w^2\,\frac{\rho_t(1+P)}2\,\frac{\rho_s}2\,F(eV-\Delta).
\end{equation}
From sample to tip the electron again starts up and ends down, but now the tip supplies the final state, so its factor is $(1-P)/2$. Multiplying by $e$ and subtracting the two flows,
\begin{equation}
I_{\rm in}=\frac{G_s}{e}\left[\frac{1+P}2F(eV-\Delta)-\frac{1-P}2F(-eV-\Delta)\right],
\quad G_s=\frac{\pi e^2w^2\rho_t\rho_s}{\hbar}.
\end{equation}

\section*{Part (c): the two steps}

\textbf{Question.} Find the heights $h_+$ and $h_-$ of the steps in $dI/dV$ at $eV=+\Delta$ and $eV=-\Delta$, and their ratio. Show that elastic tunnelling does not affect them. What happens when the tip or the field is reversed?

\textbf{Answer.} Differentiation brings a factor $e$ from the first term. The second gives $-(-e)=+e$. Thus
\begin{equation}
\frac{dI_{\rm in}}{dV}=G_s\left[\frac{1+P}2F'(eV-\Delta)+\frac{1-P}2F'(-eV-\Delta)\right].
\end{equation}
For $x\ll-kT$, $F'$ tends to 0; for $x\gg kT$ it tends to 1. The first term therefore switches on at $eV=\Delta$ and the second at $eV=-\Delta$:
\begin{equation}
h_\pm=G_s\frac{1\pm P}{2},\qquad
\boxed{\frac{h_+}{h_-}=\frac{1+P}{1-P}} .
\end{equation}

In elastic tunnelling the atom stays in $|g\rangle$ and the amplitude is $u-w\sigma_z/2$. Each electron spin is conserved, so both directions have the same spin weight. Since $F(eV)-F(-eV)=eV$, the elastic conductance is
\begin{equation}
G_{\rm el}=G_s\left[\tfrac{1+P}2(r-\tfrac12)^2+\tfrac{1-P}2(r+\tfrac12)^2\right]
=G_s(r^2+\tfrac14-Pr).
\end{equation}
It is independent of $V$ and cancels when a height is taken as the conductance beyond the threshold minus that in the gap. It does not interfere with the inelastic part, because the final atomic states are orthogonal.

Reversing the tip alone sends $P\to-P$ and inverts the ratio. Reversing the field alone makes $m=+\frac12$ the ground state. The exciting electron must then go from down to up, which exchanges $1+P$ and $1-P$ and again inverts the ratio. If the tip's polarisation reverses together with the field, the two inversions cancel. Exchanging the sign convention for $V$ also inverts the ratio.

The larger step thus occurs when electrons leave the tip if the spin with the larger density of states at the tip's Fermi level is opposite to the atom's spin. In a real magnet this need not be the majority spin. For $P=0$ the steps are equal. As $P\to1$ the step at negative bias vanishes, because the tip has no spin-down states to receive the electron. The sum and difference of the heights give
\begin{equation}
P=\frac{h_+-h_-}{h_++h_-},
\end{equation}
without knowledge of $u$, $w$ or the densities of states, provided the densities are flat over the bias range. A slope in the densities tilts the elastic background and mimics a polarisation. With $\Delta=1.16$ meV and conductances read at $eV=0$ and $\pm2\Delta$, a sample density rising by 1\% per meV gives an unpolarised tip an apparent $P$ of 0.07 for $r=1$ and 0.44 for $r=3$, so such a slope must be removed first.

\section*{Part (d): relaxing the assumptions on spin}

\textbf{Question.} Find the ratio for (i) a tip polarised at angle $\theta$ to the field, (ii) a sample with polarisation $Q$ along $z$, and (iii) an atom with fixed populations $p_g>p_e$ that do not depend on bias.

\textbf{Answer.} (i) The tip's spin matrix is $R=(1+\mathbf P\cdot\boldsymbol\sigma)/2$. Summing over the states of the unpolarised sample gives the weights
\begin{equation}
{\rm Tr}(RM^\dagger M)=\langle{\uparrow}|R|{\uparrow}\rangle=\tfrac{1+P_z}2,\qquad
{\rm Tr}(RMM^\dagger)=\langle{\downarrow}|R|{\downarrow}\rangle=\tfrac{1-P_z}2
\end{equation}
for tip to sample and sample to tip. Thus $P$ is replaced by $P_z=P\cos\theta$. The elastic operator is diagonal and commutes with its adjoint, so the background stays symmetric.

(ii) Tip to sample requires tip up and sample down; the reverse requires sample up and tip down. Hence
\begin{equation}
\frac{h_+}{h_-}=\frac{(1+P)(1-Q)}{(1-P)(1+Q)} .
\end{equation}

(iii) An excited atom can give $\Delta$ to an electron, whose spin then goes from down to up. The conductance from these processes is
\begin{equation}
p_eG_s\left[\tfrac{1-P}2F'(eV+\Delta)+\tfrac{1+P}2F'(-eV+\Delta)\right].
\end{equation}
Differentiating $F(x)-F(-x)=x$ gives $F'(-x)=1-F'(x)$. Each term is therefore a constant minus one of the step functions of part (c), with the same factor $1\pm P$. Both heights are multiplied by $p_g-p_e$, and the ratio is unchanged. Full polarisation of the atom gives the largest steps, but the ratio does not require it if the populations are fixed and the steps remain separate.

\section*{Part (e): numbers}

\textbf{Question.} Take $B=10$ T, $g=2$, $T=0.3$ K, $P=0.4$, $G_s=0.5$ nS and $r=1$. Find the threshold, the heights and the ratio. Can the steps be resolved?

\textbf{Answer.} The gap is $\Delta=1.158$ meV, so the thresholds lie at $\pm1.158$ mV. The heights are
\begin{equation}
h_+=0.5\times0.7=0.35\ {\rm nS},\qquad h_-=0.5\times0.3=0.15\ {\rm nS},
\end{equation}
with ratio $0.35/0.15=2.33$. The gap conductance is $0.5(1+0.25-0.4)=0.425$ nS, so $dI/dV$ reaches 0.775 nS beyond the positive step and 0.575 nS beyond the negative one. The ratio of these total conductances is only 1.35; the background must be subtracted before $P$ is extracted. Reversing the tip gives 0.43. Tilting it by $60^\circ$ gives $P_z=0.2$ and $1.2/0.8=1.5$.

Here $\Delta/kT=44.8$, and the thermal population of $|e\rangle$ is about $4\times10^{-20}$. The slope $F''$ of a step has a full width at half maximum of $5.44\,kT=0.14$ mV, found numerically. The two steps are 2.3 mV apart and are well resolved.

\section*{Part (f): excitation by the current}

\textbf{Question.} Let the atom relax through an exchange $J\mathbf s\cdot\mathbf S$ with sample electrons, where $\mathbf s=\boldsymbol\sigma/2$ and the sample density per spin is $\rho=\rho_s/2$. Find the first-order change of the height ratio when conductances are read at $eV=\pm v\Delta$, $v>1$, and at $V=0$. Evaluate it for $\rho J=0.01$ and $v=2$.

\textbf{Answer.} The flip matrix element is $J/2$. For $kT\ll\Delta$, $F(\Delta)=\Delta$, and the relaxation rate is
\begin{equation}
\Gamma=\frac{2\pi}\hbar\left(\frac J2\right)^2\rho^2\Delta
=\frac{\pi}{2\hbar}(\rho J)^2\Delta .
\end{equation}
Define
\begin{equation}
a=\frac{G_s\Delta}{e^2\Gamma}=\frac{2\hbar G_s}{\pi e^2(\rho J)^2},
\end{equation}
in which the field cancels. From part (b), the excitation rate at $\pm v$ is $a\Gamma(1\pm P)(v-1)/2$. Dividing by $\Gamma$ gives the excited population to first order in $a$:
\begin{equation}
p_\pm=a\,\frac{1\pm P}{2}(v-1).
\end{equation}

Measure the magnitude of the current in units of $G_s\Delta/e$. An excited atom changes it in three ways. The elastic amplitude becomes $u+w\sigma_z/2$, which adds $2Prv$ per unit population. Excitation is lost, and de-excitation is gained with the opposite spin factor and energy window $v+1$. The inelastic change per unit population is
\begin{equation}
-\tfrac{1\pm P}2(v-1)+\tfrac{1\mp P}2(v+1)=1\mp Pv .
\end{equation}
The total change in current is therefore
\begin{equation}
\delta i_\pm=a\,\frac{1\pm P}2(v-1)(c_\pm v+1),\qquad c_\pm=P(2r\mp1).
\end{equation}
At $V=0$ the current does not excite the atom, so the baseline is unchanged. Differentiating with respect to $v$ and dividing by $(1\pm P)/2$,
\begin{equation}
\frac{\delta h_\pm}{h_\pm}=a(2c_\pm v+1-c_\pm).
\end{equation}
Since $c_+-c_-=-2P$, the relative change of the ratio is
\begin{equation}
\frac{\delta(h_+/h_-)}{h_+/h_-}=a(c_+-c_-)(2v-1)=-2P(2v-1)a .
\end{equation}
The elastic term changes both heights by the same fraction, so $r$ drops out.

For the example, $\Gamma=2.76\times10^8$ s$^{-1}$, a lifetime of 3.6 ns, and $a=0.0131$. The predicted shift is $-2\times0.4\times3\times0.0131=-3.1\%$. The full rate equation, which keeps all orders in $a$, gives heights of 0.360 and 0.159 nS and a ratio of 2.27, a shift of $-2.8\%$.

The difference has two origins. First, the law expands the quotient: the first-order heights $0.35(1+2.2a)$ and $0.15(1+4.6a)$ nS, divided without expansion, give a shift of $-3.0\%$. Second, the population lies below its first-order value, because tunnelling electrons also relax the atom and because excitation depletes the ground state. At positive bias relaxation by tunnelling adds $a\frac{1-P}2(v+1)=0.012$ to the relaxation rate in units of $\Gamma$. With the excitation rate $0.0092$ the population is $0.0092/(1+0.012+0.0092)=0.90\%$, slightly below the first-order $0.92\%$. At negative bias it is 0.38\%.

\section*{Part (g): higher orders and the real case}

\textbf{Question.} Estimate the next correction in $\rho J$ at the readings of part (f). Assess the other neglected effects and the relevance of the parameters.

\textbf{Answer.} An electron of energy $E$, measured from the sample's Fermi level, can tunnel into an empty sample state $\varepsilon$ and then scatter by $J$. Alternatively, an electron already at $\varepsilon$ scatters first, and the tunnelling electron fills the hole. The second path reverses the order of the atomic operators. Its exchange sign and reversed energy denominator combine to give the same factor $1/(E-\varepsilon)$. With summed indices, the spin factors are
\begin{equation}
A=S_aS_b\,s_as_b,\qquad B=S_bS_a\,s_as_b,\qquad A-B=-\mathbf S\cdot\mathbf s ,
\end{equation}
where the last result follows from $[S_a,S_b]=i\epsilon_{abc}S_c$ and $\epsilon_{abc}s_as_b=is_c$. Write
\begin{equation}
(1-f)A+fB=\tfrac12(A+B)+\tfrac12(1-2f)(A-B).
\end{equation}
For a symmetric band of half-width $D\gg|E|$ the first term integrates to nearly zero. With $1-2f=\tanh(\varepsilon/2kT)$, and the direct amplitude written as $2w\,\mathbf s\cdot\mathbf S$, the second gives
\begin{equation}
\frac{\delta w}{w}=\rho J\,{\rm P}\!\!\int_{-D}^{D}\!d\varepsilon\,
\frac{\tanh(\varepsilon/2kT)}{2(\varepsilon-E)}\simeq\rho J\ln\frac D{|E|}
\qquad(kT\ll|E|).
\end{equation}

This derivation neglects $\Delta$ in the intermediate state. Keeping it splits the logarithm. In the flip channel the exchange $J$ acts either with or without a flip, and the two kinds of path together give
\begin{equation}
\frac{\delta w}{w}=\frac{\rho J}2\left[\ln\frac D{|E|}+\ln\frac D{|E'|}\right],
\end{equation}
where $E$ and $E'$ are the electron's energies before and after it excites the atom. The conductance is set by electrons at the tip's Fermi level. At $eV=2\Delta$ they go from $2\Delta$ to $\Delta$; at $eV=-2\Delta$ they go from $-\Delta$ to $-2\Delta$. The sum is the same, so both heights are rescaled equally and their ratio is unchanged.

The elastic channel does matter, since the heights are taken relative to $V=0$. Its logarithm comes only from paths through a virtual flip. It is $\ln(D/|eV-\Delta|)$ for spin up and $\ln(D/|eV+\Delta|)$ for spin down. Between $V=0$ and $eV=2\Delta$ the spin-down logarithm falls by $\ln3$ and the other returns to its initial value; at $eV=-2\Delta$ the spins exchange roles. From the expression for $G_{\rm el}$, the heights change by
\begin{equation}
\delta h_+=-G_s\,\rho J\ln3\,\tfrac{1-P}2\left(r+\tfrac12\right),\qquad
\delta h_-=+G_s\,\rho J\ln3\,\tfrac{1+P}2\left(r-\tfrac12\right).
\end{equation}
These are $-0.7\%$ of the larger step and $+1.3\%$ of the smaller, so the ratio falls by about 2\%. The second digit is not fixed at this order: for $D=5$ eV the common rescaling of the two steps is a factor 1.16, and measured against the rescaled steps the fall is 1.7\%. Pumping lowers the ratio by a further 2.8\%, and the expected ratio is about 2.2. This holds for antiferromagnetic $J>0$; for $J<0$ the logarithmic shift changes sign. It grows with $\rho J$ and with $r$, to about $-9\%$ for $\rho J=0.05$, $r=1$ and about $-13\%$ for $\rho J=0.01$, $r=5$. It does not vanish at $P=0$, where for $r=1$ and $\rho J=0.01$ it mimics a polarisation of $-0.011$. A cruder estimate, which allows the full spread $\ln3$ in both channels and adds magnitudes, gives 3.5\% of the larger step and 5.1\% of the smaller. These are the sizes listed in the numerical output, and they overstate the effect.

Two other effects are much smaller. In a free-electron sample with a Fermi energy of 5 eV, the field gives $Q\simeq-\mu_BB/2E_F=-6\times10^{-5}$ and changes the ratio by 0.01\%. Tunnelling beyond lowest order was examined for one electron passing between two semi-infinite chains, with $u=w$ and tip hoppings chosen to give $P=0.4$. For $w=0.05$ and $0.025$, in units of the sample hopping, the ratio deviated from $(1+P)/(1-P)$ by $-0.30\%$ and $-0.075\%$. The fourfold fall shows a correction of order $w^2$ in this one-electron model, which has no Fermi sea. Its size and sign depend on $r$: for $u=5w$ the deviations are $+8.4\%$ and $+2.0\%$. In the example $G_s$ is only $1.3\times10^{-5}\,e^2/h$, deep in the weak-tunnelling regime.

The parameters are rough values for low-temperature tunnelling spectroscopy of a magnetic atom on a thin insulating film over a metal. A field of 10 T is high but attainable, and a polarisation of a few tenths is reasonable. Such a field usually aligns a ferromagnetic tip, so reversing or tilting the tip at fixed field is an idealisation. The current at $+2.3$ mV is only 1.4 pA, and a larger one can break the assumption of rapid relaxation. With $P$, $v$ and $\rho J$ held fixed, a tenfold larger $G_s$ gives $a=0.13$ and a first-order shift of $-31\%$, too large for the first-order law to be trusted. The polarisation should then be obtained from the rate equation, or the height ratio measured at several tip distances, with $v$ fixed, and extrapolated to zero current. The shift saturates (the rate equation gives $-15\%$ at this $G_s$), so a straight-line extrapolation needs $a\ll1$: a line through $G_s=0.5$ and 1 nS gives 2.32, one fitted over 1 to 5 nS only 2.25. The extrapolation assumes that $P$ does not vary with distance, and it removes pumping but not the exchange logarithms. The computed values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Magnetic field: 10.0 T, g factor: 2.0
Temperature: 0.30 K, kT: 0.0259 meV
Zeeman gap: 1.1577 meV, gap/kT: 44.8
Thermal excited population: 3.6e-20
Tip polarisation P: 0.40, u/w: 1.00
Spin-flip conductance scale G_s: 0.500 nS
Elastic conductance in the gap: 0.4250 nS
Step height at positive bias: 0.3500 nS
Step height at negative bias: 0.1500 nS
dI/dV beyond positive step: 0.7750 nS
dI/dV beyond negative step: 0.5750 nS
Height ratio from currents: 2.3333
(1+P)/(1-P): 2.3333, inverse: 0.4286
P recovered from heights: 0.4000
Ratio with reversed tip: 0.4286
Ratio with tip tilted by 60 degrees: 1.5000
Frozen 20% excited: ratio 2.3333, height factor 0.600
Step width (FWHM of slope): 5.44 kT = 0.141 mV
Reading bias: +/-2.315 mV
Current at + and - reading: 1.399, -1.165 pA
Substrate exchange rhoJ: 0.010
Relaxation rate: 2.763e+08 1/s, time: 3.62 ns
Pumping parameter a: 0.01308
Excited population at + reading: 0.897 %
Excited population at - reading: 0.380 %
Pumped heights + and -: 0.3598, 0.1587 nS
Pumped ratio: 2.2674
Ratio shift by pumping, rate equation: -2.83 %
Ratio shift by pumping, first-order law: -3.14 %
Exchange log between gap and 3 gaps: 1.099
Exchange-log size at reading, larger step: 3.5 %
Exchange-log size at reading, smaller step: 5.1 %
Exchange log at threshold: 3.927, flip-channel size: 7.9 %
Sample polarisation by field (E_F = 5 eV): -5.8e-05, ratio shift: 0.012 %
G_s in units of e^2/h: 1.29e-05
Chain scattering, w = 0.05: ratio 2.32636, deviation -0.2990 %
Chain scattering, w = 0.025: ratio 2.33158, deviation -0.0749 %
Deviation falls on halving amplitudes by: 3.991
\end{verbatim}
